# Schottky Barrier Pinning at Large Gap-State Density, with Its First Correction

## The decision

A contact to an n-type semiconductor has too high a barrier, and a metal with a work function 1 eV smaller is available. Is it worth changing the metal? If the barrier follows the work function, the change removes up to 1 eV. If states at the interface hold the barrier in place, it removes perhaps a tenth of that, and the effort belongs in the interface instead. The deciding quantity is the pinning factor

$$S=\frac{d\phi_B}{d\Phi_M},$$

where $\Phi_M$ is the metal work function and $\phi_B=E_C-E_F$ is the electron barrier, measured just inside the semiconductor. The semiconductor and the interface parameters are held fixed in this derivative.

## The model

Let $\chi$ be the electron affinity. The interface carries $D$ gap states per unit energy and area, spin included, with $D$ constant across the gap. These states are neutral when filled up to the charge neutrality level, which lies $\phi_0$ below the conduction-band edge. They exchange electrons freely with the metal, so they are filled up to its Fermi level $E_F$. The charge of the depletion layer is left out for now.

**Charge.** The Fermi level lies above the neutrality level by

$$E_F-(E_C-\phi_0)=(E_C-\phi_B)-(E_C-\phi_0)=\phi_0-\phi_B .$$

The states therefore hold $D(\phi_0-\phi_B)$ extra electrons per area. With $e>0$ and electron charge $-e$, their charge is

$$\sigma=-eD(\phi_0-\phi_B)=eD(\phi_B-\phi_0).$$

The metal carries $-\sigma$.

**Dipole.** Let $x$ run from the metal into the semiconductor, and let $U(x)$ be the electrostatic energy of an electron. Since $U=-eV$ and $V''=-\rho/\varepsilon_0$, we have $U''=e\rho/\varepsilon_0$. The field vanishes outside the neutral double layer, so integration by parts gives

$$\Delta U=\int U'\,dx=\big[xU'\big]-\int xU''\,dx=-\frac{e}{\varepsilon_0}\int x\rho\,dx=-\frac{e\sigma d}{\varepsilon_0}.$$

Here $d$ is the distance from the centroid of the metal charge to that of the state charge. For a given $\sigma$, the shapes of the two charge clouds do not matter to this step as long as they are rigid, meaning that $\sigma$ scales them without deforming them. The filling used above assumes in addition that the energies of all the states follow the band edge behind the layer, as for a thin sheet of states. A positive $\sigma$ lowers the electron energy in the semiconductor, and with it the barrier.

**Self-consistency.** Without a dipole the vacuum levels align and $\phi_B=\Phi_M-\chi$. With it,

$$\phi_B=\Phi_M-\chi-a(\phi_B-\phi_0),\qquad a=\frac{e^2Dd}{\varepsilon_0}.$$

Collecting $\phi_B$ on the left gives $(1+a)\phi_B=\Phi_M-\chi+a\phi_0$. Division by $1+a$ yields

$$\phi_B=S(\Phi_M-\chi)+(1-S)\phi_0,\qquad S=\frac{1}{1+a},$$

because $a/(1+a)=1-S$. The feedback is negative: a barrier above $\phi_0$ creates a dipole that pulls it back down.

## The size of $a$

Take $D=10^{14}$ eV$^{-1}$cm$^{-2}$, which is $10^{18}$ eV$^{-1}$m$^{-2}$, and $d=5$ Å $=0.5$ nm. Since 1 eV is $e$ times 1 V, one factor of $e$ cancels in $e^2D$:

$$e^2D=(1.602\times10^{-19}\ \text{C})(10^{18}\ \text{V}^{-1}\text{m}^{-2})=0.1602\ \text{F/m}^2=16.02\ \mu\text{F/cm}^2 .$$

The layer itself has the capacitance $\varepsilon_0/d=1.77\ \mu$F/cm$^2$. The ratio of the two is $a=9.05$, so

$$S=\frac{1}{10.05}=0.0995\approx0.1 .$$

The large parameter is thus a ratio of capacitances: the charge the states can take up per volt, against the charge the layer needs per volt.

## Strong pinning: $a\gg1$

Factor out the large term and expand the rest as a geometric series in $1/a$:

$$S=\frac1a\,\frac{1}{1+1/a}=\frac1a-\frac1{a^2}+O(a^{-3}).$$

The errors follow by dividing each approximation by $S$, that is, multiplying it by $1+a$:

$$\frac{1/a}{S}=1+\frac1a,\qquad \frac{1/a-1/a^2}{S}=\frac{(a-1)(a+1)}{a^2}=1-\frac1{a^2}.$$

The leading term is too large by a fraction $1/a$ of $S$, and the corrected one too small by a fraction $1/a^2$. For $a=9.05$ the leading term is 0.1105, which is 11% high. The correction is $-0.0122$ and brings the value to 0.0983, which is 1.2% low.

For the barrier, define the mismatch $\Delta=\Phi_M-\chi-\phi_0$. Then $\phi_B=\phi_0+S\Delta$, and

$$\phi_B=\phi_0+\frac{\Delta}{a}+O(a^{-2}).$$

At leading order the metal drops out. It first enters through the correction.

## Weak pinning: $a\ll1$

Here $S=1-a+a^2-\dots$, and $(1-a)/S=1-a^2$, so the two-term form is low by a fraction $a^2$ of $S$. For $D=10^{12}$ eV$^{-1}$cm$^{-2}$ and the same $d$, $a=0.0905$. The two terms give 0.910, against the full 0.917.

The regimes meet at $a=1$, where $S=1/2$. For $d=0.5$ nm this happens at $D=\varepsilon_0/(e^2d)=1.1\times10^{13}$ eV$^{-1}$cm$^{-2}$. Near that density neither two-term expansion is useful, since one gives $1-1=0$ and so does the other.

## Example: silver on n-type silicon

Rough typical parameters are $\Phi_M=4.3$ eV, $\chi=4.0$ eV, a gap of 1.1 eV, $\phi_0=0.75$ eV, relative permittivity 12, $10^{16}$ donors per cm$^3$ and 300 K.

Without gap states the barrier would be $4.3-4.0=0.30$ eV. The mismatch is $\Delta=0.30-0.75=-0.45$ eV, so

$$\phi_B=0.75-0.0995\times0.45=0.705\ \text{eV}.$$

The expansion gives 0.75 eV at leading order and $0.75-0.45/9.05=0.700$ eV with the first correction.

The barrier lies 0.045 eV below $\phi_0$, so the states are negative, with $4.5\times10^{12}$ extra electrons per cm$^2$. Their dipole raises the barrier by 0.405 eV. Across 0.5 nm this is a field of 8.1 MV/cm. An electron crossing the layer gains at most 0.405 eV, less than the gap, which is too little to create an electron–hole pair. This excludes impact ionisation by the energy gained in the layer alone, but not other effects of so strong a field on the interface.

A metal with $\Phi_M=5.3$ eV on the same interface gives 0.805 eV. A change of 1 eV in the metal has moved the barrier by 0.10 eV.

These values were tested by filling the gap states with the Fermi function at 300 K, integrating Poisson's equation on a grid and searching for the self-consistent barrier. The slope between the two metals agreed with $1/(1+a)$ to within $2\times10^{-6}$.

The Fermi level must stay inside the gap. With $D=10^{12}$ eV$^{-1}$cm$^{-2}$ and $\Phi_M=5.3$ eV, the formula gives $0.917\times1.3+0.083\times0.75=1.25$ eV. This exceeds the gap of 1.1 eV, so the model no longer applies.

## A second case: states that respond locally

The sheet result lets all the states respond to one energy, the barrier behind the layer. For a sheet of thickness $w$, the potential varies across the states by an amount of order $(aw/d)|\phi_B-\phi_0|$. This is small against $|\phi_B-\phi_0|$ only if $w\ll d/a$, which is 0.055 nm here, less than the size of an atom. Under strong pinning the sheet is therefore an idealisation. Suppose instead that the states decay into the semiconductor as $e^{-x/d}$, with the same total $D$ and the same mean depth $d$, and that each slice responds to its own local potential. Let $u(x)$ be the local value of $E_C-E_F-\phi_0$. The vacuum permittivity is kept, so that $a$ has the same value as before, although these states lie inside the semiconductor; a relative permittivity there divides $a$. The charge density is $\rho=e(D/d)e^{-x/d}u$, and $u''=e\rho/\varepsilon_0$ becomes

$$u''=\frac{a}{d^2}\,e^{-x/d}\,u,\qquad u(0)=\Delta,\qquad u'(\infty)=0 .$$

Try the series $u=u_\infty\sum_{k\ge0}a^k e^{-kx/d}/(k!)^2$. Two derivatives multiply term $k$ by $k^2/d^2$, and $k^2/(k!)^2=1/((k-1)!)^2$. Relabelling $k-1\to k$ returns $(a/d^2)e^{-x/d}u$, as required. Far inside, where $u''\to0$, a general solution approaches a straight line; the condition on $u'$ removes its slope and selects this series. Since $u_\infty=\phi_B-\phi_0=S\Delta$,

$$S_{\rm loc}=\frac{u_\infty}{u(0)}=\Big[\sum_{k\ge0}\frac{a^k}{(k!)^2}\Big]^{-1}=\frac{1}{I_0(2\sqrt a)},$$

with $I_0$ the modified Bessel function. For small $a$ the sum starts as $1+a$, so both models give $1-a$ to first order.

For large $a$, set $z=2\sqrt a$ and use

$$I_0(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}d\theta .$$

This reproduces the series, because odd powers of $\cos\theta$ average to zero and $\cos^{2k}\theta$ averages to $(2k)!/(4^k k!^2)$. The integral is dominated by small $\theta$, where $\cos\theta\approx1-\theta^2/2+\theta^4/24$. Expanding the quartic term and extending the range to infinity,

$$I_0(z)\approx\frac{e^z}{\pi}\int_0^\infty e^{-z\theta^2/2}\Big(1+\frac{z\theta^4}{24}\Big)d\theta=\frac{e^z}{\sqrt{2\pi z}}\Big(1+\frac1{8z}\Big).$$

The last step uses the Gaussian averages $\langle\theta^2\rangle=1/z$ and $\langle\theta^4\rangle=3/z^2$. Hence

$$S_{\rm loc}\approx\sqrt{2\pi z}\;e^{-z}\Big(1-\frac1{8z}\Big).$$

For $a=9.05$, $z=6.02$. The leading term is 0.0150, and the correction of $-2\%$ gives 0.0147, which agrees with the full Bessel result.

The sheet gave 0.0995, nearly seven times more. This ratio belongs to the vacuum permittivity: with a relative permittivity of 4 the local and sheet values are 0.20 and 0.31, and with 12 they are 0.52 and 0.57. The reason is visible in the dipole. The drop $u(0)-u_\infty$ equals $\int_0^\infty xu''dx=a\int_0^\infty s\,e^{-s}u\,ds$, with $s=x/d$. In the sheet model it is $au_\infty$. Every term of the series is positive, so $|u|$ exceeds $|u_\infty|$ at finite depth and the local model has the larger dipole. Gap states that are tails of metal wave functions extend over the whole length $d$, so a strictly local response is itself an idealisation. At $x=0$ the local $E_C-E_F$ equals $\Phi_M-\chi$, so for $\Phi_M=5.3$ eV the Fermi level leaves the gap within the first 0.09 nm, where the constant $D$ does not apply. The power law $1/a$ is a property of the sheet model, in which all the states respond to the barrier behind them, not of pinning in general.

## Smaller corrections

**Depletion charge.** The ionised donors add a positive charge $Q=eN_dW$ behind the layer, where $N_d$ is the donor density and $W$ the depletion width. The self-consistency condition gains a term $-eQd/\varepsilon_0$. For band bending $V_b$ in volts, well above $k_BT/e$, $Q^2\approx2\varepsilon_s eN_dV_b$, so $dQ/dV_b=\varepsilon_s eN_d/Q=\varepsilon_s/W$. Differentiating the condition with respect to $\Phi_M$ gives

$$\frac1S=1+a+\frac{\varepsilon_s}{W}\frac{d}{\varepsilon_0}.$$

With $W=250$ nm the new term is $12\times0.5/250=0.024$, and $S$ falls to 0.0993. The barrier falls by 2 meV.

**Screening in silver.** If $d$ is counted from the metal surface, the position of the metal charge matters. In a simple screening model, with the electron gas cut off sharply at the surface, this charge lies one screening length, 0.059 nm, inside the metal. Adding that length to $d$ gives $S=0.090$. Real metal electrons spill out beyond the surface, which moves the charge outward and can place it outside the edge of the positive background. Then $d$ shrinks and $S$ rises instead, so the simple model does not settle even the sign of this correction.

**Transport over the barrier.** The usual image-force formula, which places the metal directly against the semiconductor, lowers the barrier top by 0.021 eV and, together with depletion, gives an apparent $S$ of 0.098. With the 0.5 nm vacuum layer of the model the lowering is about 0.019 eV if the gap states follow the passing electron; if they do not, the image energy turns repulsive close to the interface and the formula does not apply. The characteristic tunnelling energy is about 1 meV or less for masses of 0.2 to 0.9 electron masses, far below $k_BT=26$ meV, so tunnelling is not the main path at this doping. It is not negligible near the barrier top: roughly 3 to 10% of the flux passes below an image-rounded top, and 15 to 30% below a sharp one. Without applied voltage the peak depletion field is 0.04 MV/cm, well below a rough breakdown field of 0.3 MV/cm; reverse bias raises it.

## Beside the real contact

Measured barriers of silver on n-type silicon are of rough size 0.7 eV and vary with surface preparation. The model's 0.705 eV is no independent confirmation, since it is set mainly by the assumed $\phi_0$. A weak assumption is the vacuum permittivity across 0.5 nm: in an intimate contact that region contains polarisable bonds. A relative permittivity $\varepsilon_i$ there divides $a$ by $\varepsilon_i$. In the sheet model $S$ then becomes 0.18 for $\varepsilon_i=2$, 0.31 for 4, and 0.57 for the bulk value of 12, where local response gives 0.52. For the assumed $D$, the estimate $S\approx0.1$ thus belongs to an effective length $d/\varepsilon_i$ of 5 Å, which is long for an intimate contact. Only the product of $D$ and this length matters, so a density five times larger would give the same $S$ with 1 Å.

For the opening decision, if $D$ and the effective length are near the values used here, and the new metal leaves the interface unchanged, the exchange gains about 0.1 eV per eV of work function in the sheet model, and about 0.015 eV with local response at vacuum permittivity, a value that rises to 0.2 eV for a relative permittivity of 4 in the region of the states. If the effective length is several times shorter at the same $D$, the metal can regain a substantial influence, and $S$ should be determined for the actual interface before the choice is made. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
INPUTS (material values are rough)
gap-state density D: 1.0e+14 1/(eV cm^2)
dipole length d: 0.50 nm
silver work function: 4.3 eV
second metal work function: 5.3 eV
electron affinity: 4.0 eV
band gap: 1.1 eV
neutrality level below conduction edge: 0.75 eV
semiconductor relative permittivity: 12
donor density: 1.0e+16 1/cm^3
temperature: 300 K
density-of-states mass: 1.1 electron masses
silver free-electron density: 5.9e+22 1/cm^3
MAIN RESULT
a = e^2 D d/epsilon0: 9.048
pinning factor S, formula: 0.0995
pinning factor S, counted electrons: 0.0995
state capacitance e^2 D: 16.02 uF/cm^2
gap capacitance epsilon0/d: 1.77 uF/cm^2
D at which S = 1/2: 1.11e+13 1/(eV cm^2)
S for D = 1e+12 1/(eV cm^2): 0.9170
S for D = 1e+13 1/(eV cm^2): 0.5250
S for D = 5e+13 1/(eV cm^2): 0.1810
S for D = 2e+14 1/(eV cm^2): 0.0524
S for D = 1e+15 1/(eV cm^2): 0.0109
BARRIERS
silver, no gap states: 0.300 eV
silver, with gap states: 0.705 eV
second metal, with gap states: 0.805 eV
barrier difference of the two metals: 0.100 eV
silver: state charge / e: -4.48e+12 1/cm^2
silver: dipole lowering of barrier: -0.405 eV
silver: field in dipole layer: 8.10 MV/cm
NEGLECTED EFFECTS, silver contact
S with interface permittivity 2: 0.181
S with interface permittivity 4: 0.307
S with interface permittivity 12: 0.570
S, spread states, local response, permittivity 1: 0.0147
S, spread states, local response, permittivity 12: 0.524
silver screening length: 0.059 nm
S with screening length added to d: 0.0900
depletion width: 250 nm
band bending: 0.497 eV
S with depletion charge: 0.0993
barrier with depletion charge: 0.7030 eV
image-force lowering: 0.0213 eV
distance of barrier top from interface: 2.82 nm
apparent S with depletion and image force: 0.0982
thermal shift of barrier: 5e-09 eV
donor density / band density of states: 3.5e-04
thermal energy kT: 0.0259 eV
tunnelling energy, mass 0.2: 0.00120 eV
tunnelling energy, mass 0.9: 0.00056 eV
peak depletion field: 0.0377 MV/cm
rough breakdown field: 0.3 MV/cm
```
